# Work of separation and work of adhesion at a metal/oxide interface

**Question**

I am studying a model metal/oxide interface at 1200 K, equilibrated with oxygen gas at $1.74\times10^{-12}$ bar. If I pull the two halves apart and let each atom stay on its own side, the energy cost is 3.01 J/m². I can also place an equilibrated metal particle on the same oxide in the same gas. Its contact angle is 89.14° and the metal surface energy is 1.572 J/m², so Young–Dupré gives

$$\gamma_m(1+\cos\theta)=1.572\,(1+0.015)=1.60\ \mathrm{J/m^2}.$$

Both numbers should be the energy needed to turn one interface into two surfaces. Which one is wrong? And where does the oxygen pressure enter the first calculation, which contains only energies of atoms?

**Answer**

Neither is wrong. The two processes start from the same interface but end with different surfaces. Your first number is a work of separation, $W_{sep}$: the new surfaces keep the oxygen they inherited. The second is a work of adhesion, $W_{ad}$: the surfaces have exchanged oxygen with the gas until they are in equilibrium.

**Setting up the comparison**

Divide the interface into independent columns of area $A$. Each has one oxygen site on the metal side and one on the oxide side, so its composition $s$ is (0,0), (1,0), (0,1) or (1,1), with $N_s$ excess oxygen atoms. "Excess" means beyond what belongs to the two bulk phases, which are assumed to stay stable.

Let $E_s(d)$ be the free energy of a column at opening $d$ with its composition held fixed, measured from two separated clean surfaces plus $N_s$ oxygen atoms, each counted as half an O₂ molecule in gas at 1 bar and the same temperature. The temperature is fixed. The oxygen chemical potential $\mu$ is measured from O₂ gas at $p^\circ=1$ bar and the same temperature, so for an ideal gas

$$\mu=kT\ln a=\tfrac12 kT\ln(p/p^\circ),$$

where $a$ is the oxygen activity. The factor ½ appears because one molecule supplies two atoms.

**Why the chemical potential drops out of $W_{sep}$**

For one composition $s$, the interfacial energy is the column energy minus the cost of taking $N_s$ atoms from the gas. With $\gamma^0=\gamma_m^0+\gamma_{ox}^0$ for the clean surfaces,

$$\gamma_{int}^{s}=\gamma^0+\frac{E_s(0)-N_s\mu}{A},\qquad
\gamma_m^{s}+\gamma_{ox}^{s}=\gamma^0+\frac{E_s(\infty)-N_s\mu}{A}.$$

The same $N_s$ stands in both expressions because no atom has entered or left. Subtracting gives

$$W_s=\frac{E_s(\infty)-E_s(0)}{A}.$$

If the interface contains a mixture with populations $p_s(0)$, frozen separation leaves these populations, and hence their mixing entropy, unchanged. Therefore

$$W_{sep}=\frac1A\sum_s p_s(0)\,[E_s(\infty)-E_s(0)].$$

This contains no $\mu$ once the interface is given. If you first equilibrate the interface in another gas, however, $p_s(0)$ changes and so does $W_{sep}$. It is independent of the gas during separation, not of the gas in which the interface was prepared.

The cleavage plane must also be stated. Composition (0,1) costs 1.6 eV per column if the oxygen stays on the oxide. Its site energy is −0.6 eV there and −1.2 eV on the metal, so a cut that leaves it on the metal costs $1.6-0.6=1.0$ eV.

**Why it stays in $W_{ad}$**

Now separate so slowly that oxygen equilibrates at every opening. The grand potential per column is

$$\Omega(d)=-kT\ln Z,\qquad Z=\sum_s e^{-[E_s(d)-N_s\mu]/kT}.$$

Differentiating at constant $\mu$,

$$\frac{\partial\Omega}{\partial d}=-\frac{kT}{Z}\sum_s\left(-\frac{1}{kT}\frac{dE_s}{dd}\right)e^{-[E_s-N_s\mu]/kT}
=\sum_s p_s(d)\frac{dE_s}{dd}.$$

This is the mean force, so the work per column is $\Omega(\infty)-\Omega(0)$. At large opening the two surfaces do not interact: $E_s$ is a sum, $Z$ is a product, and $\Omega(\infty)=\Omega_m+\Omega_{ox}$. The equilibrium energies are $\gamma_m=\gamma_m^0+\Omega_m/A$, $\gamma_{ox}=\gamma_{ox}^0+\Omega_{ox}/A$ and $\gamma_{int}=\gamma^0+\Omega(0)/A$. Hence

$$W_{ad}=\frac{\Omega(\infty)-\Omega(0)}{A}=\gamma_m+\gamma_{ox}-\gamma_{int}.$$

Since $\partial\Omega/\partial\mu=-\sum_s p_sN_s=-n$, where $n$ is the mean number of excess atoms per column,

$$\frac{dW_{ad}}{d\mu}=\frac{n_{int}-n_m-n_{ox}}{A},\qquad
\frac{dW_{ad}}{d\ln p}=\frac{kT}{2A}(n_{int}-n_m-n_{ox}).$$

Raising the oxygen pressure increases $W_{ad}$ when the interface holds more oxygen than the two free surfaces together, and decreases it in the opposite case. This fixes the slope only, not whether $W_{ad}$ lies above or below its oxygen-free value.

**The difference between the two works**

The equilibrium populations are $p_s(d)=e^{[\Omega(d)-E_s(d)+N_s\mu]/kT}$. Taking the logarithm and solving for the energy,

$$E_s(d)=\Omega(d)+N_s\mu-kT\ln p_s(d).$$

Subtract the contact value from the separated value. The term $N_s\mu$ cancels:

$$E_s(\infty)-E_s(0)=\Omega(\infty)-\Omega(0)+kT\ln\frac{p_s(0)}{p_s(\infty)}.$$

Averaging with $p_s(0)$ and dividing by $A$ gives

$$W_{sep}-W_{ad}=\frac{kT}{A}\sum_s p_s(0)\ln\frac{p_s(0)}{p_s(\infty)}.$$

Its sign follows from $\ln y\le y-1$ with $y=p_s(\infty)/p_s(0)$:

$$\sum_s p_s(0)\ln\frac{p_s(0)}{p_s(\infty)}\ge-\sum_s[p_s(\infty)-p_s(0)]=1-1=0.$$

Equality requires $p_s(0)=p_s(\infty)$ for every $s$. The difference is the free energy lost when the fresh surfaces later equilibrate. To see this, write the grand potential of the frozen surfaces, including mixing entropy, and insert the expression for $E_s(\infty)$:

$$\sum_s p_s(0)[E_s(\infty)-N_s\mu+kT\ln p_s(0)]
=\Omega(\infty)+kT\sum_s p_s(0)\ln\frac{p_s(0)}{p_s(\infty)}.$$

The last term is what relaxation to $\Omega(\infty)$ removes. It counts the two surfaces as matching pairs of columns, so it includes the loss of the correlation between their occupations. Adding the free energies lost by each surface on its own leaves that part out; at your pressure it is about 0.03 J/m² out of the 1.41 J/m² found below.

**Your numbers**

Your pressure corresponds to $\mu=-1.4$ eV. The model has $A=0.08$ nm², so 1 eV per column is 2.003 J/m². The separation works of (0,0), (1,0) and (0,1) are 0.5, 0.7 and 1.6 eV, and their populations at the interface are 0.0495, 0.0495 and 0.901. The population of (1,1) is negligible. Thus

$$AW_{sep}=0.0495(0.5)+0.0495(0.7)+0.901(1.6)=1.501\ \mathrm{eV},$$

or 3.01 J/m². The equilibrium surface and interface energies give

$$W_{ad}=1.572+1.200-1.176=1.596\ \mathrm{J/m^2}.$$

For the difference, the separated equilibrium populations of the same three compositions are 0.873, 0.126 and $3.81\times10^{-4}$. The three terms of the sum are −0.142, −0.046 and 6.998, which add to 6.81. Multiplying by $kT=0.1034$ eV gives 0.704 eV, or 1.41 J/m², as required.

The large term shows the cause. Frozen cleavage leaves oxygen on the oxide surface in 90% of the columns, whereas equilibrium there calls for about 0.04%.

**Why the contact angle selects $W_{ad}$**

Take an isotropic particle shaped as a spherical cap of height $h$ and base radius $r$ on a flat, rigid oxide. Its free area is $\pi(r^2+h^2)$, its base area $\pi r^2$ and its volume $\pi h(3r^2+h^2)/6$. With $q=r^2$ and $\Delta=\gamma_{int}-\gamma_{ox}$, its energy is

$$F=\pi[\gamma_m(q+h^2)+\Delta q].$$

Constant volume means $3h\,dq+3(q+h^2)\,dh=0$, so $dq=-(q+h^2)\,dh/h$. Setting $dF=0$,

$$(\gamma_m+\Delta)\frac{q+h^2}{h}=2\gamma_m h
\quad\Rightarrow\quad
\gamma_m+\Delta=\gamma_m\frac{2h^2}{q+h^2}.$$

The sphere radius is $R=(q+h^2)/(2h)$ and $h=R(1-\cos\theta)$, so the last fraction is $h/R=1-\cos\theta$. Therefore $\Delta=-\gamma_m\cos\theta$, and

$$W_{ad}=\gamma_m-\Delta=\gamma_m(1+\cos\theta).$$

The exposed metal, the exposed oxide and the contact have all equilibrated with the gas, so these are the energies that define $W_{ad}$. A finite angle between 0 and 180° requires $0<W_{ad}<2\gamma_m$. Inserting $W_{sep}$ instead would give $\cos\theta=3.006/1.572-1=0.912$, an angle of 24° rather than 89°.

**Changing the oxygen pressure**

At $\mu=-2.4$ eV ($7\times10^{-21}$ bar) the interface holds 0.0012 excess atoms per column and the free surfaces hold still fewer. The inherited and equilibrium compositions almost coincide, and the works are 1.004 and 1.002 J/m². Agreement in such a case does not make the definitions equivalent.

At your pressure $n_{int}-n_m-n_{ox}=0.824$, and the local slope of $W_{ad}$ is

$$0.824\times2.003\times0.1034\times\tfrac12\ln10=0.196\ \mathrm{J/m^2}$$

per decade of pressure. The slope is already falling, so the gain over the next full decade is 0.18 J/m². $W_{ad}$ reaches a maximum of 1.99 J/m² near $2.7\times10^{-8}$ bar, where the excesses balance. By $6.3\times10^{-5}$ bar the surfaces hold more oxygen than the interface, and $W_{ad}$ has fallen to 1.75 J/m², while $W_{sep}$ is still 3.11 J/m². These higher pressures stretch the model. Just below the maximum, at $2.5\times10^{-8}$ bar, $W_{ad}$ already exceeds $2\gamma_m$, so there is no finite contact angle. Above $1.7\times10^{-7}$ bar ($\mu=-0.81$ eV) the model's $\gamma_{int}$ is negative, which signals that the assumed bulk phases are no longer stable; values beyond that point only illustrate the formulas.

In the formal limit of very large $\mu$, every site is filled both before and after separation. Both works then approach the (1,1) value, 0.40 J/m². This limit lies far outside the valid range: it needs pressures above $10^4$ bar, while the model's $\gamma_m$ is already negative above $4\times10^{-4}$ bar, and a real metal may oxidize in bulk earlier still.

**Which work would a pulling experiment give?**

That depends on how fast oxygen exchanges compared with the opening. I let the columns gain or lose single atoms to the gas while the interface opens, with binding proportional to $(1+x)e^{-x}$, where $x$ is the opening in decay lengths. Let $\tau$ be the number of exchange attempts per site and per decay length of opening, each accepted with probability $1/(1+e^{\Delta\phi/kT})$, where $\Delta\phi$ is the change in $E_s-N_s\mu$. In your gas the work is 3.01 J/m² for $\tau=10^{-6}$, 2.13 for $\tau=1$, 1.605 for $\tau=100$ and 1.596 for $\tau=10^7$. The two limits are the works derived above; the values between them belong to this rate law (Metropolis acceptance gives 2.06 at $\tau=1$). The model also lets buried columns exchange directly with the gas, whereas a real interface is fed from its edges or through the bulk, and at your pressure only about $2\times10^{-4}$ O₂ molecules strike a column area per second. It leaves out hops between the two sites of a column: if those equilibrate during opening while no atom is exchanged with the gas, the work is 1.96 J/m², neither $W_{sep}$ nor $W_{ad}$.

An interface prepared in your gas but pulled apart quickly at $\mu=-2.4$, −1.4 or −0.8 eV costs 3.01 J/m² each time. Slow pulling costs 1.00, 1.60 and 1.98 J/m², respectively; the last case lies just past the point where $\gamma_{int}$ turns negative. The numerical output below lists these cases.

The ordering $W_{sep}\ge W_{ad}$ was derived for an interface equilibrated at the same $\mu$ that defines $W_{ad}$. Prepare it instead at −2.4 eV and pull it in gas at −1.4 eV: fast separation costs 1.00 J/m², slow separation 1.60 J/m². In the slow case the interface first takes up oxygen, so a different, more strongly bound interface is pulled apart.

Use $W_{sep}$ for the bond-breaking part of cleavage that outruns diffusion, including hops of atoms across the opening gap; plastic work in a real fracture is additional. Use $W_{ad}$ for equilibrated contact angles and for separation slow enough to maintain equilibrium with the gas. To obtain $W_{ad}$ from supercells, calculate each surface and the interface with its own equilibrium composition at the chosen $\mu$. Separating one fixed supercell does not supply that information.

## Table of computed values

```
temperature = 1200 K, kT = 0.10341 eV
column area = 0.08 nm^2; 1 eV per column = 2.0027 J/m^2
oxygen site energy: metal -1.2 eV, oxide -0.6 eV
clean surface energies: metal 1.6, oxide 1.2 J/m^2
composition (metal-side, oxide-side): separation work
  (0,0): 0.5 eV = 1.001 J/m^2
  (1,0): 0.7 eV = 1.402 J/m^2
  (0,1): 1.6 eV = 3.204 J/m^2
  (1,1): 0.2 eV = 0.401 J/m^2
interface equilibrated at mu; n = oxygen atoms per column
mu/eV  p(O2)/bar  n_int  n_metal n_oxide W_sep  W_ad   gap (J/m^2)
 -2.4  6.93e-21  0.0012 0.0000  0.0000  1.0039 1.0016 0.0023
 -2.0  1.59e-17  0.0548 0.0004  0.0000  1.1169 1.0129 0.1040
 -1.7  5.26e-15  0.5134 0.0079  0.0000  2.0841 1.1489 0.9352
 -1.4  1.74e-12  0.9505 0.1263  0.0004  3.0060 1.5957 1.4103
 -1.1  5.76e-10  0.9971 0.7245  0.0079  3.1044 1.9460 1.1584
 -0.8  1.91e-07  0.9999 0.9795  0.1263  3.1100 1.9816 1.1284
 -0.5  6.31e-05  1.0011 0.9989  0.7245  3.1075 1.7468 1.3607
populations at mu = -1.4 eV, order (0,0),(1,0),(0,1),(1,1):
  interface: 4.952e-02 4.952e-02 9.010e-01 1.718e-07
  separated: 8.733e-01 1.262e-01 3.813e-04 5.513e-05
oxygen activity at mu = -1.4 eV: 1.319e-06
n_int - n_metal - n_oxide there = 0.8237
W_ad slope there = 0.1964 J/m^2 per decade of p(O2)
maximum W_ad = 1.9917 J/m^2 at mu = -0.9004 eV, p(O2) = 2.73e-08 bar
pulling: mu prepared, mu gas (eV); fast work, slow work (J/m^2)
  -1.4, -2.4; 3.0060, 1.0016
  -1.4, -1.4; 3.0060, 1.5957
  -1.4, -0.8; 3.0060, 1.9816
  -2.4, -1.4; 1.0039, 1.5957
pulling-speed series, preparation and gas at mu = -1.4 eV
  tau = 1e-06 (dimensionless): work = 3.0060 J/m^2
  tau = 1e-01 (dimensionless): work = 2.8157 J/m^2
  tau = 1e+00 (dimensionless): work = 2.1338 J/m^2
  tau = 1e+01 (dimensionless): work = 1.6815 J/m^2
  tau = 1e+02 (dimensionless): work = 1.6050 J/m^2
  tau = 1e+07 (dimensionless): work = 1.5957 J/m^2
at mu = -1.4 eV: gamma_metal = 1.5720, gamma_oxide = 1.1999, gamma_interface = 1.1762 J/m^2
contact angle at mu = -2.4 eV: 111.96 degrees
contact angle at mu = -1.4 eV: 89.14 degrees
wrong angle from W_sep at mu = -1.4 eV: 24.19 degrees
```
